# Do two straight segments in an apparent-barrier plot imply two Gaussians?

**The argument under review**

An imagined manuscript studies a platinum contact, reacted to silicide, on n-type silicon. Its apparent barrier $\phi_{ap}$ has been extracted at thirteen temperatures from 320 K to 80 K, with an independent random error of 2 meV per reading. It falls from 0.7905 eV to 0.7200 eV on cooling. Plotted against $x=1/(2kT)$, the nine hotter points lie near one straight line and the four colder points near another, with $R^2=0.986$ and $0.934$. A single line through all the points is rejected: $\chi^2=73.9$ for 11 degrees of freedom. Two separate lines give 11.3 for 9.

A Gaussian distribution of barriers gives a straight line whose intercept is the mean and whose slope is minus the variance. The authors therefore read off two Gaussians, one with mean 0.824 eV and width 0.045 eV, the other with mean 0.781 eV and width 0.030 eV. They conclude that the interface holds two populations of barriers. Does this follow?

**What the plot measures**

Let the contact consist of independent patches in parallel, each obeying thermionic emission, with barriers $\phi$ distributed according to a normalised density $P(\phi)$ that does not change with temperature. Energies are in eV and $\beta=1/kT=2x$. The saturation current density is

$$J=A^*T^2\int P(\phi)e^{-\beta\phi}\,d\phi ,$$

where $A^*$ is the Richardson constant. The apparent barrier is defined by $J=A^*T^2e^{-\beta\phi_{ap}}$, so that

$$\phi_{ap}(\beta)=-\frac1\beta\ln\langle e^{-\beta\phi}\rangle .$$

For a Gaussian of mean $\bar\phi$ and width $\sigma$, completing the square in the exponent gives

$$-\frac{(\phi-\bar\phi)^2}{2\sigma^2}-\beta\phi=-\frac{(\phi-\bar\phi+\beta\sigma^2)^2}{2\sigma^2}-\beta\bar\phi+\frac{\beta^2\sigma^2}{2}.$$

The integral of the shifted Gaussian over all $\phi$ is the same as before the shift. Hence $\phi_{ap}=\bar\phi-\beta\sigma^2/2=\bar\phi-\sigma^2x$, which is the authors' line. For this line to hold at every temperature, the tail must extend without limit to low barriers.

For a general density, define the weighted density $p_\beta\propto P e^{-\beta\phi}$, which describes where the current flows. Let $m$, $v$ and $\kappa_3$ be its mean, variance and third central moment. Differentiating $p_\beta$ and its normalisation gives $dp_\beta/d\beta=-(\phi-m)p_\beta$. It follows that $m'=-v$ and $v'=-\kappa_3$; the term from differentiating $m$ inside $v$ vanishes because $\langle\phi-m\rangle=0$. Also $\frac{d}{d\beta}\ln\langle e^{-\beta\phi}\rangle=-m$. Integrating from zero, where the logarithm vanishes, gives

$$\phi_{ap}=\frac1\beta\int_0^\beta m(b)\,db=\int_0^1m(\beta s)\,ds,$$

$$\phi_{ap}'=-\int_0^1 s\,v(\beta s)\,ds,\qquad \phi_{ap}''=\int_0^1 s^2\kappa_3(\beta s)\,ds .$$

A flattening towards low temperature therefore reports positive skewness of the weighted density, averaged over $s$. It does not count components.

**A single distribution that bends**

Now remove from the Gaussian all barriers below $\phi_{min}$ and renormalise. Here $\bar\phi$ and $\sigma$ remain the parameters of the uncut parent. Let $Q(\alpha)$ be the probability that a standard normal variable exceeds $\alpha$. The same square, integrated from $\phi_{min}$ upwards, gives

$$\phi_{ap}=\bar\phi-\frac{\beta\sigma^2}{2}-\frac1\beta\ln\frac{Q(\alpha(\beta))}{Q(\alpha(0))},\qquad \alpha(\beta)=\frac{\phi_{min}-\bar\phi}{\sigma}+\sigma\beta .$$

To find the sign of its curvature, let $n$ be the standard normal density, $h=n/Q$ and $u=h-\alpha$. Since $h$ is the mean of a standard normal variable restricted to values above $\alpha$, $u$ is positive. From $n'=-\alpha n$ and $Q'=-n$ follow $h'=h^2-\alpha h=hu$ and $u'=hu-1$. The weighted density is a cut Gaussian whose parent is centred at $\bar\phi-\beta\sigma^2$, so

$$m=\bar\phi-\beta\sigma^2+\sigma h(\alpha),\qquad v=-m'=\sigma^2(1-hu),\qquad \kappa_3=-v'=\sigma^3h'' ,$$

where $d\alpha/d\beta=\sigma$ was used. Next,

$$h''=h'u+hu'=h\,g,\qquad g=hu+u^2-1 .$$

Because $hu-1=g-u^2$, differentiation of $g$ gives

$$g'=hu^2+(h+2u)(g-u^2)=(h+2u)g-2u^3 .$$

If $g$ were zero or negative at some $\alpha$, then $g'<0$ there, and $g$ would go on falling from that point. For large $\alpha$, however, the excess $t$ above $\alpha$ has density proportional to $e^{-\alpha t-t^2/2}$. In the variable $\alpha t$ this tends to a unit exponential, so $\alpha u\to1$, $u\to0$, and $g=\alpha u+2u^2-1\to0$. This contradicts a continued fall below zero. Hence $g>0$ and $\kappa_3>0$ for every $\alpha$: the single cut Gaussian gives a convex curve at all temperatures.

The result also corrects the reading of the slope. Against $x$ the local slope is $-2\int_0^1 s\,v(\beta s)\,ds$, minus a weighted mean of $v$, and here $v<\sigma^2$. A width read from a segment of this noiseless curve is therefore smaller than the parent width, and smaller still in a colder segment.

The cold limit shows where the bend comes from. At the edge the density has a value $p_0$ and a logarithmic slope $\beta_k=(\bar\phi-\phi_{min})/\sigma^2$. Once $\sigma(\beta-\beta_k)\gg1$, the current flows close to the edge, where $P\approx p_0e^{\beta_k(\phi-\phi_{min})}$. Integration gives

$$\phi_{ap}\approx\phi_{min}+\frac1\beta\ln\frac{\beta-\beta_k}{p_0}.$$

The apparent barrier approaches the lowest real barrier instead of falling without limit. In the opposite limit, $\phi_{min}\to-\infty$, both $Q$ factors tend to one and the straight line returns.

**The counter-example**

The manuscript's readings can be produced by one such distribution. In fact they were: I generated them from $\bar\phi=0.85$ eV, $\sigma=0.06$ eV and $\phi_{min}=0.67$ eV, adding Gaussian noise of 2 meV. The cut lies three parent widths below the mean. The set is not an especially favourable draw. Among simulated sets whose best split is nine hot and four cold points, it has the median $\chi^2$ for two lines. All thirteen readings are in the numerical output.

For these parameters $\beta_k=0.18/0.0036=50\ \mathrm{eV}^{-1}$, or $x=25\ \mathrm{eV}^{-1}$, which lies between the 240 K and 220 K points. There the centre of the shifted parent passes the cut. The curve has no kink at that place; the change is gradual. At 80 K, $\beta=145.1\ \mathrm{eV}^{-1}$ and $p_0\approx0.074\ \mathrm{eV}^{-1}$, so the cold formula gives $0.67+\ln(95.1/0.074)/145.1\approx0.719$ eV. The full value is 0.7195 eV.

Why does a smooth curve pass for two lines? Over a short interval of length $L$ in $\beta$, let the curvature be a constant $c$, and measure $\xi$ from the centre. By symmetry the best line leaves the residual $\frac c2(\xi^2-L^2/12)$. Its mean square, for evenly spread points, is

$$\frac{c^2}{4}\left(\frac{L^4}{80}-\frac{L^4}{144}\right)=\frac{c^2L^4}{720},$$

so the rms misfit is $cL^2/(12\sqrt5)$. Halving the interval divides it by four. In the example neither the curvature nor the spacing is uniform, but the reduction is similar: the noiseless curve misses one line by 5.14 meV rms and two lines by 1.11 meV. The first exceeds the noise of 2 meV and the second does not.

This can be turned into a detection probability. With the split fixed beforehand, the residuals of two independent lines are a projection of the readings onto $13-4=9$ dimensions. Then $\chi^2$ is a sum of nine squared unit normal variables whose means have the total square $S/s^2$, where $s$ is the noise and $S$ the summed squared misfit of the noiseless curve. Here

$$\frac{S}{s^2}\approx\frac{13\times1.11^2}{2^2}\approx4.0 ,$$

which raises the expected $\chi^2$ from 9 to about 13. A test at the 5% level then rejects the two lines in 22% of data sets, whereas it rejects a single line in nearly all of them.

The authors chose their split after seeing the data. With a free split, at least four points in each segment, and the 95% limit for eight degrees of freedom, two lines are accepted in 77% of data sets from the cut Gaussian. Under the same rule, data made from two genuine straight lines are accepted in 94%. A pass therefore says little about which of the two produced the readings. The high $R^2$ values do not help, since they measure the share of the variation that follows a linear trend, not the absence of curvature.

A cut Gaussian fitted to the manuscript's readings has three parameters and gives $\chi^2=5.5$ for 10 degrees of freedom. The fitted mean, width and cut-off are 0.838, 0.053 and 0.666 eV, against the true 0.85, 0.06 and 0.67 eV.

**The two Gaussians do not reproduce their own segments**

There is a second objection, which does not depend on noise. Let $L_1$ and $L_2$ be the hot and cold segment lines, each extended over the whole range. In a flattening plot the data follow the upper line on either side of the crossing. If the lines stand for two populations with area fractions $w_1+w_2=1$, their currents add:

$$e^{-\beta\phi_{mix}}=w_1e^{-\beta L_1}+w_2e^{-\beta L_2}.$$

The lower line carries the larger current per unit area and pulls the result down. Let $\Delta=|L_1-L_2|$. At the hot end, where $L_1$ is the upper line, taking out the factor $e^{-\beta L_1}$ gives the shortfall

$$L_1-\phi_{mix}=\frac1\beta\ln\left[1+w_2(e^{\beta\Delta}-1)\right].$$

At the cold end the same expression holds with $L_2$ as the upper line and $w_1$ in place of $w_2$. One of the fractions is at least one half. At one end or the other the shortfall is therefore at least $\beta^{-1}\ln[(1+e^{\beta\Delta})/2]$, evaluated at that end.

The lines fitted to the noiseless curve have intercepts 0.8279 and 0.7786 eV and widths 0.0460 and 0.0288 eV. At 320 K, $x=18.13\ \mathrm{eV}^{-1}$, and they give $L_1\approx0.7895$ eV and $L_2\approx0.7636$ eV. Thus $\beta\Delta\approx36.26\times0.0259\approx0.94$, and the bound is about 16 meV. At 80 K the lines are 44 meV apart and the bound is about 39 meV. Whatever the fractions, the mixture misses one end by at least 16 meV, eight times the noise. A scan over the fractions puts the smallest attainable value of the larger shortfall at 25 meV. For the two lines the authors drew through their noisy readings, the corresponding figures are about 14 and 22 meV.

This does not exclude every double Gaussian. If means, widths and fractions are all free, a mixture follows the noiseless curve to 0.13 meV rms. Its main component has mean 0.832 eV and width 0.035 eV. The other covers 2.5% of the area, with mean 0.712 eV and width 0.016 eV. These are not the values read from the segments: the second mean differs by 67 meV. At a noise of 2 meV these parameters are only loosely fixed; with the second mean held at 0.75 eV a mixture still follows the curve to 1.0 meV rms. With both means held at the segment values, however, the best mixture found misses it by 3.4 meV rms. The readings thus establish neither one population nor two, and even if there were two, the segment lines would not be a safe way to obtain their parameters.

**The real contact**

The mean barrier and a donor density of $10^{15}\ \mathrm{cm}^{-3}$ are rough, typical values for platinum silicide on lightly doped n-type silicon; the width and cut-off are round model values. One assumption that may fail in a real device is that of fixed barriers. The silicon gap widens by about 46 meV from 320 K to 80 K, compared with the 71 meV fall of $\phi_{ap}$ in the model. If every barrier followed the whole gap change, the net fall would be only about 25 meV. The bend would also weaken: the noiseless curve would miss one line by only 2.1 to 2.4 meV rms, depending on the formula used for the gap, instead of 5.14 meV. The best split would move to four or five hot points, with a two-line misfit of 0.5 to 0.6 meV. At the nine-and-four split the misfit would be 1.3 to 1.6 meV, larger than before. Patches must also be much wider than the depletion layer, here 0.8 to 0.9 µm at zero bias. Smaller ones are partly screened by their surroundings, and their effective barriers depend on bias, which this model omits.

The following corrections are smaller than the gap change. At a fixed current density of $10^{-4}\ \mathrm{A/cm^2}$, image-force lowering, for a patch whose barrier equals $\phi_{ap}$, is 12 meV at 320 K and 8 meV at 80 K. Tunnelling shifts the barrier by about 1 meV or less. With $10^4$ patches, the chance composition of the low tail scatters the 80 K barrier by 1.6 meV from one diode to another; within one diode this is a fixed deviation, not fresh noise at each reading.

An error in the Richardson constant can produce a bend with no cut at all. If the assumed constant is too large by a factor $r$, $\phi_{ap}$ gains $kT\ln r=(\ln r)/\beta$, which is convex in $\beta$ for $r>1$. For $r=2$ the gain is 19 meV at 320 K and 5 meV at 80 K. Most of it is absorbed by a change in the fitted line: an uncut Gaussian would then miss a single line by only 1.7 meV rms, against 5.1 meV for the cut Gaussian. A factor of two alone would therefore not explain the bend in these readings. A factor of four would: once it is corrected for, a single line gives $\chi^2\approx14$ for 11 degrees of freedom. The constant must therefore be known independently before the bend is read as a property of the barriers.

**What the manuscript can claim**

If the barriers are fixed and the Richardson constant is right, the readings reject a single uncut Gaussian and indicate positive skewness in the current-weighted barriers. The claim of two populations should be withdrawn or supported by independent evidence, such as a spatial map of the barrier.

More precise readings would help with a narrower question. At the same temperatures and split, noise of 0.9 meV would let the 5% test reject two straight lines in 90% of data sets from this cut Gaussian. At 80 K that corresponds to a temperature error of about 0.1 K. Such a rejection would still not separate the cut Gaussian from the free mixture, whose curves differ by far less. A concave stretch beyond the errors would be more telling: under the same assumptions it would exclude the single cut Gaussian, though it would not by itself prove two Gaussians.

## Values computed for the example and the checks

```
parent mean, width, cut-off: 0.85, 0.06, 0.67 eV
noise: 2.0 meV; temperatures: 13
T (K), 1/2kT (1/eV), exact phi_ap (eV), noisy phi_ap (eV)
 320   18.13   0.7910   0.7905
 300   19.34   0.7877   0.7864
 280   20.72   0.7841   0.7802
 260   22.32   0.7801   0.7787
 240   24.18   0.7757   0.7760
 220   26.37   0.7708   0.7711
 200   29.01   0.7654   0.7669
 180   32.23   0.7595   0.7594
 160   36.26   0.7529   0.7528
 140   41.44   0.7457   0.7482
 120   48.35   0.7377   0.7364
 100   58.02   0.7290   0.7277
  80   72.53   0.7195   0.7200
hot/cold points in best split: 9/4
noiseless hot line: mean 0.8279 eV, width 0.0460 eV
noiseless cold line: mean 0.7786 eV, width 0.0288 eV
noisy hot line: mean 0.8241 eV, width 0.0446 eV
noisy cold line: mean 0.7809 eV, width 0.0295 eV
R^2 of noisy hot, cold segments: 0.986, 0.934
chi2 one line: 73.9 (dof 11)
chi2 two lines: 11.3 (dof 9 at fixed split)
chi2 one cut Gaussian: 5.5 (dof 10)
its fitted mean, width, cut-off (eV): [0.8376 0.0532 0.6662]
rms misfit, noiseless, one line: 5.14 meV
rms misfit, noiseless, two lines: 1.11 meV
chance to reject one line (5% test): 1.0000
chance to reject two lines, fixed split: 0.224
same from simulation: 0.225
free split accepted, cut Gaussian data: 0.767
free split accepted, true two-line data: 0.943
noise for 90% rejection, fixed split: 0.90 meV
naive mixture, least end shortfall: 24.9 meV
lower bound on that shortfall: 15.9 meV
naive mixture, best rms misfit: 14.5 meV
free mixture rms misfit: 0.13 meV
free mixture m1,s1,m2,s2 (eV): [0.8323 0.0351 0.7116 0.0155]
free mixture weight of component 2: 2.47e-02
Neglected effects; pairs are for 320 K, 80 K
Richardson constant: 247 A/(cm2 K2)
bias at 1e-4 A/cm2 (V): [0.067 0.558]
band bending at lowest patch (eV): [0.318 0.056]
Fermi level below band edge (eV): [0.284 0.057]
image lowering at that bias (meV): [12.   8.4]
tunnelling shift, zero bias (meV): [0.025 0.526]
shift for factor 2 in Richardson constant (meV): [19.1  4.8]
temperature error giving the noise (K): [0.76 0.22]
peak field, zero bias (MV/cm): [0.0125 0.0143]
depletion width, zero bias (nm): [809. 926.]
scatter for 10000 patches, 80 K: 1.59 meV
spreading drop, 10 um patches, 1 mm2, 80 K: 0.120 mV
silicon gap change, 320 to 80 K: 46 meV
two-line rms if barrier follows gap: 0.63 meV
```
